# Can Saffman lift remove a 100 nm particle from a wafer?

**Question.** A particle 100 nm in diameter adheres to a wafer under a shearing liquid. At what wall shear rate does the Saffman lift equal the adhesive force, how does that rate scale with particle size, and can lift remove the particle in a spin rinse?

**Answer.** Equating Saffman's formula to a typical van der Waals adhesion gives a shear rate of about \(7\times10^7\ \mathrm{s^{-1}}\), some 800 times that of the spin rinse considered below. The formula assumes that the wall is far away, which is false for an adhering particle. An estimate that includes the wall gives about \(1\times10^8\ \mathrm{s^{-1}}\) at balance, and a much weaker lift at rinse conditions. Lift does not remove the particle there. The reasons follow from the three forces involved.

### The adhesive force

Let the sphere have radius \(a=50\) nm and be separated from a flat wall by a gap \(z\). Suppose that atoms attract in pairs with energy \(-\beta/r^6\), and that the two solids have atomic densities \(n_1,n_2\). The normal force between an atom and a half-space at distance \(D\) is

\[
n_1\int_D^\infty dZ\int_0^\infty 2\pi R\,dR\,\frac{6\beta Z}{(Z^2+R^2)^4}
=\frac{\pi n_1\beta}{2D^4}.
\]

A slice of the sphere at height \(\zeta\) above its lowest point has area \(\pi(2a\zeta-\zeta^2)\). With the Hamaker constant \(A=\pi^2n_1n_2\beta\), the slices add up to

\[
F=\frac A2\int_0^{2a}\frac{2a\zeta-\zeta^2}{(z+\zeta)^4}\,d\zeta .
\]

For \(z\ll a\) the integral comes from \(\zeta\sim z\), so \(\zeta^2\) may be dropped and the upper limit sent to infinity:

\[
F_A=Aa\int_0^\infty\frac{\zeta\,d\zeta}{(z+\zeta)^4}
=Aa\left(\frac1{2z^2}-\frac1{3z^2}\right)=\frac{Aa}{6z^2}.
\]

With water between the solids the same form holds with an effective \(A\). Taking \(A=1.0\times10^{-20}\) J and \(z=0.4\) nm,

\[
F_A=\frac{(1.0\times10^{-20})(50\times10^{-9})}{6(0.4\times10^{-9})^2}\ \mathrm N=0.52\ \mathrm{nN}.
\]

The full integral is 0.992 times this value.

### Drag, which lift needs

Let \(\mu\) be the viscosity, \(\rho\) the density and \(\nu=\mu/\rho\). In creeping flow, a point force \(F_j\) produces the velocity \((8\pi\mu)^{-1}(\delta_{ij}\nabla^2-\partial_i\partial_j)r\,F_j\). Spread the force evenly over a sphere. The average distance from an interior point \(\mathbf x\) to the surface is \(a+x^2/(3a)\), so the interior velocity is

\[
\frac{F}{8\pi\mu}\left(\frac{6}{3a}-\frac{2}{3a}\right)=\frac{F}{6\pi\mu a}.
\]

It is uniform, as a rigid sphere requires. A sphere held in a stream \(U\) therefore feels the drag \(6\pi\mu aU\) and exerts the opposite force on the liquid.

### Saffman lift in unbounded shear

Let \(x\) point along the flow and \(y\) away from the wall. Creeping flow alone gives no lift here; lift comes from inertia. In shear \(G\), inertia and viscosity balance at the distance \(\ell=\sqrt{\nu/G}\). If \(a\ll\ell\), the sphere acts at that distance as a point force \(-6\pi\mu aU\) along \(x\). The slip \(U\) may be dropped from the advection if \(U\ll G\ell\).

Measure length in \(\ell\) and time in \(1/G\). The disturbance \(\mathbf u\), with normal component \(v\), obeys for a unit impulse

\[
\partial_t\mathbf u+y\,\partial_x\mathbf u+v\,\hat{\mathbf x}
=-\nabla p+\nabla^2\mathbf u+\hat{\mathbf x}\,\delta(\mathbf r)\delta(t).
\]

After the impulse, the divergence gives \(\nabla^2p=-2\partial_xv\). When the Laplacian of the \(y\)-equation is taken, the pressure supplies \(+2\partial_x\partial_yv\) on the right, which cancels the same term from \(\nabla^2(y\partial_xv)\) on the left. Hence

\[
(\partial_t+y\,\partial_x)\nabla^2v=\nabla^2(\nabla^2v).
\]

A Fourier mode is tilted by the shear, \(\mathbf k(t)=(k_1,k_2-k_1t,k_3)\), and its \(k^2\hat v\) merely decays. Incompressibility fixes the start, \(\hat v(0)=-k_1k_2/k^2(0)\), so

\[
\hat v(t)=-\frac{k_1k_2}{k(t)^2}\,e^{-E},\qquad
E=\int_0^t k^2dt'=k^2(0)\,t-k_1k_2t^2+\tfrac13k_1^2t^3 .
\]

A steady unit force is a succession of impulses. The velocity \(w\) it induces at the particle is the integral of \(\hat v/(8\pi^3)\) over \(\mathbf k\) and \(t\). Write \(1/k(t)^2=\int_0^\infty ds\,e^{-sk(t)^2}\). The exponent becomes \(-(\alpha k_1^2-2bk_1k_2+\gamma k_2^2+\gamma k_3^2)\), with

\[
\alpha=t+\tfrac13t^3+s(1+t^2),\quad b=\tfrac12t^2+st,\quad \gamma=t+s .
\]

With \(\Delta=\alpha\gamma-b^2\), the Gaussian integrals over \(k_1,k_2\) and over \(k_3\) are \(\pi b/(2\Delta^{3/2})\) and \(\sqrt{\pi/\gamma}\). Setting \(s=t\sigma\) gives \(\Delta=t^2[(1+\sigma)^2+t^2(1+4\sigma)/12]\), and

\[
w=-\frac1{16\pi^{3/2}}\int_0^\infty\!\!d\sigma\,\frac{\frac12+\sigma}{\sqrt{1+\sigma}}
\int_0^\infty\!\!\frac{t^{-1/2}\,dt}{[(1+\sigma)^2+t^2(1+4\sigma)/12]^{3/2}} .
\]

Rescaling \(t\) turns the inner integral into \(\tfrac12B(\tfrac14,\tfrac54)\,12^{1/4}(1+\sigma)^{-5/2}(1+4\sigma)^{-1/4}\), where \(B\) is the beta function. With \(p=\sigma/(1+\sigma)\), what remains is

\[
I=\frac12\int_0^1(1+p)\left(\frac{1-p}{1+3p}\right)^{1/4}dp=0.4691,
\qquad w=-\frac{12^{1/4}B(\frac14,\frac54)}{32\pi^{3/2}}\,I .
\]

In ordinary units a force \(F\) induces the velocity \(wF/(\mu\ell)\). Here \(F=-6\pi\mu aU\) and \(w<0\), so the liquid moves up past the held particle and pushes it away from the wall with \(6\pi\mu a\) times that velocity. The lift is \(36\pi^2|w|\,\mu a^2U/\ell\). For a particle at the wall \(U=Ga\), and

\[
F_S=C\rho\,\nu^{1/2}a^3G^{3/2},\qquad
C=\frac{9\sqrt\pi}{8}\,12^{1/4}B(\tfrac14,\tfrac54)\,I=6.46 .
\]

Setting \(F_S=F_A\) gives

\[
G_S=\left(\frac{F_A}{C\rho\,\nu^{1/2}a^3}\right)^{2/3}.
\]

For water-like values, \(\rho=1000\ \mathrm{kg/m^3}\) and \(\mu=1\) mPa s, the denominator is \(6.46\times10^3\times10^{-3}\times1.25\times10^{-22}=8.07\times10^{-22}\) in SI units. Then \(G_S=(6.45\times10^{11})^{2/3}=7.5\times10^7\ \mathrm{s^{-1}}\), a wall stress \(\mu G_S\) of 75 kPa.

### What the wall changes

At this shear rate \(\ell=116\) nm, while the particle's centre is 50 nm from the wall. Saffman's derivation needs the wall much farther away than \(\ell\). The opposite limit, centre height \(h\ll\ell\), can also be solved for a small particle, \(a\ll h\).

Now the wall cuts off the disturbance before inertia becomes strong, so inertia is a small correction. For horizontal wavenumber \(k\), with \(D=d/dy\), the creeping flow \(v_0\) and its correction \(v_1\) satisfy

\[
\mu(D^2-k^2)^2v_0=ik_1F\,\delta'(y-h),\qquad
\mu(D^2-k^2)^2v_1=i\rho Gk_1\,y(D^2-k^2)v_0 .
\]

Both \(v\) and \(Dv\) vanish at the wall. Let \(g(y,h)\) solve \((D^2-k^2)^2g=\delta(y-h)\) with these conditions. Then \(v_0=-(ik_1F/\mu)\,\partial_hg\), and a second use of \(g\) gives

\[
v_1(h)=\frac{\rho GFk_1^2}{\mu^2}\int_0^\infty g\,y\,(D^2-k^2)\partial_hg\,dy .
\]

Take \(h\) as the unit of length. The free solution plus its wall image gives \(g=b_1/(4k^3)\) and \((D^2-k^2)\partial_hg=b_2/2\), where

\[
\begin{aligned}
b_1&=(1+k|y-1|)e^{-k|y-1|}-[1+k(y+1)+2k^2y]\,e^{-k(y+1)},\\
b_2&=-\mathrm{sgn}(y-1)\,e^{-k|y-1|}+(1-2k)\,e^{-k(y+1)} .
\end{aligned}
\]

At \(y=0\) both \(b_1\) and its slope vanish, as required. Averaging \(k_1^2\) over direction gives \(k^2/2\), so the inverse transform is \(\int k^3dk/(4\pi)\). With \(F=-6\pi\mu aGh\), the lift \(6\pi\mu a\,v_1\) is

\[
F_W=-\frac{9\pi}{8}\,K\rho G^2a^2h^2,\qquad K=\int_0^\infty dk\int_0^\infty dy\;y\,b_1b_2 .
\]

Integrate over \(k\) first, and over \(y\) up to a large \(Y\). The parts of \(y\int b_1b_2\,dk\) and their integrals are:

- Free times free, \(-\frac{3y}{4(y-1)}\), gives \(-\frac34(Y+\ln Y)\). The principal value is taken because the singular part is odd about the particle and cancels when \(y\) is integrated first.
- The cross terms are \(-y-\frac12y^2\) for \(y<1\) and \(\frac32-\frac1{2y}+\frac1{2y^2}\) for \(y>1\). They give \(-\frac23\) and \(\frac32Y-1-\frac12\ln Y\).
- Image times image, with \(q=y+1\), is \(-\frac{3y}{4q}+\frac{y}{2q^2}+\frac{y}{2q^3}+\frac{3y^2}{2q^4}\). It gives \(-\frac34Y+\frac54\ln Y+\frac14\).

The terms in \(Y\) and \(\ln Y\) cancel, leaving \(K=-\frac23-1+\frac14=-\frac{17}{12}\). Direct numerical integration gives \(-1.41667\). Therefore

\[
F_W=\frac{51\pi}{32}\,\rho G^2a^2h^2\approx5.0\,\rho G^2a^2h^2
\qquad(a\ll h\ll\ell).
\]

A touching particle has \(h=a\). Finite size and the disturbance's advection of itself, both of relative order \(a/h\), are then no longer small. The extrapolation \(F_W\approx5\rho G^2a^4\) fixes the scaling and the order of magnitude, not the prefactor. It balances adhesion at

\[
G_W=\left(\frac{F_A}{5.0\,\rho a^4}\right)^{1/2}
=\left(\frac{5.2\times10^{-10}}{3.13\times10^{-26}}\right)^{1/2}\mathrm{s^{-1}}
=1.3\times10^8\ \mathrm{s^{-1}} .
\]

There \(\ell=88\) nm, so neither limit strictly holds at balance. The defensible statement is that balance needs a shear rate of order \(10^8\ \mathrm{s^{-1}}\).

### The shear rate of a spin rinse

Consider a film of thickness \(\delta\) at radius \(r\) on a wafer spinning at angular speed \(\omega\). Centrifugal force balances viscosity, \(\nu u''=-\omega^2r\), with no slip at the wafer and no stress at the free surface. Hence

\[
u=\frac{\omega^2r}{\nu}\left(\delta y-\frac{y^2}2\right),\qquad
G=u'(0)=\frac{\omega^2r\delta}{\nu}.
\]

The volume flow \(Q=2\pi r\int_0^\delta u\,dy=2\pi\omega^2r^2\delta^3/(3\nu)\) fixes the thickness, \(\delta=[3\nu Q/(2\pi\omega^2r^2)]^{1/3}\). At 1500 rpm, \(r=150\) mm and \(Q=1\) L/min, \(\delta=24\) µm and \(G=9.0\times10^4\ \mathrm{s^{-1}}\). The neglected Coriolis force is about 6% of the centrifugal force at the mean film speed and 9% at the free surface; it changes the wall shear rate by less than 1%. The film is also taken as smooth and steady; surface waves would make the local shear rate fluctuate.

In this rinse \(\ell=3.3\) µm, far larger than the particle, so the near-wall scaling applies. The forces are:

| Force in the rinse | Value (nN) | Relative to adhesion |
|---|---:|---:|
| Lift, near-wall estimate | \(2.5\times10^{-7}\) | \(5\times10^{-7}\) |
| Lift, Saffman's formula | \(2.2\times10^{-5}\) | \(4\times10^{-5}\) |
| Stokes drag | \(4.2\times10^{-3}\) | \(8\times10^{-3}\) |

Saffman's formula exceeds the wall estimate by \((C/5.0)\,\ell/a\approx86\). Even this overestimate leaves lift more than four orders of magnitude below adhesion.

### How the verdict depends on size and uncertainty

At fixed \(A\), \(z\) and liquid, \(F_A\propto a\). The thresholds therefore scale as

\[
G_S\propto a^{-4/3},\qquad G_W\propto a^{-3/2}.
\]

Halving the diameter raises them by factors of 2.5 and 2.8. Lift is a poor tool for small particles because it falls as \(a^3\) or \(a^4\), while adhesion falls only as \(a\).

The verdict survives generous errors. If adhesion is divided by ten and the wall lift multiplied by four, \(G_W\) falls by \(\sqrt{40}\) to \(2.0\times10^7\ \mathrm{s^{-1}}\), still about 230 times the rinse value. Reaching \(G_S\) would also be hard in practice: across a layer only 1 µm thick the speed would change by 75 m/s. Viscous heating of that layer is modest. With the wafer at fixed temperature, an insulated top and conductivity \(k_T=0.6\) W/(m K), the rise is \(\mu G_S^2d^2/(2k_T)\approx5\) K for thickness \(d=1\) µm.

### Drag acts before lift

The ratio of drag to near-wall lift is

\[
\frac{6\pi\mu a^2G}{5.0\,\rho G^2a^4}\approx\frac{3.8}{Ga^2/\nu}.
\]

It is large whenever the particle's shear Reynolds number \(Ga^2/\nu\) is small, and is about \(1.7\times10^4\) in the rinse. At \(G_S\) the drag would be 3.5 nN, nearly seven times the adhesion.

Drag can also use leverage. It acts at height \(a\), while adhesion resists rolling through a much shorter arm \(b\), about the radius of the contact. Balancing moments,

\[
6\pi\mu a^2G\,a=F_Ab\quad\Rightarrow\quad
G_{\rm roll}=\frac{F_Ab}{6\pi\mu a^3}.
\]

For an assumed \(b=2\) nm this is \(4.4\times10^5\ \mathrm{s^{-1}}\), about five times the rinse value and far below either lift threshold. The extra drag near a wall and the torque of the shear are left out. Both favour rolling: for a touching sphere they raise the moment about 2.3 times, which would bring the threshold down to about twice the rinse value.

This second verdict is much less secure. If roughness widens the gap to 1 nm, adhesion drops to \((0.4/1)^2=0.16\) of its value. With \(b\) unchanged, \(G_{\rm roll}\) becomes about \(7\times10^4\ \mathrm{s^{-1}}\), slightly below the rinse shear rate, and the omitted wall terms would lower it further. The arm is uncertain too. The elastic contact radius of silica on silica under this adhesion is only 0.8 nm (DMT theory) to 1.2 nm (JKR theory), and with the wall terms these arms put the threshold at about 0.9 to 1.2 times the rinse shear rate. Rolling is thus a real possibility for a rough contact and even for a smooth, unaged one, while lift remains out of reach. Rolling alone does not carry the particle away, since it may stay attached or settle again.

### Comparison with a real wafer

The parameters are rough values for a silica polishing residue on an oxidised wafer in water; the Hamaker constant is on the high side, since a Lifshitz estimate for silica across water gives about \(0.6\times10^{-20}\) J. The assumption most easily broken is a smooth contact at 0.4 nm: the 1 nm gap would lower \(G_W\) to 0.4 of its value. In the other direction, chemical bonds and flattening of the contact with age can strengthen adhesion and raise every threshold. Double-layer repulsion, estimated by linear theory for equal surface potentials held at 25 mV in 1 mmol/L salt, is 2–3% of \(F_A\). If the surfaces instead keep the charge they carry when far apart, linear theory fails at this small gap; the nonlinear Poisson–Boltzmann equation gives roughly a sixth of \(F_A\), which still leaves the verdict on lift unchanged. The van der Waals well alone is some 49 times the thermal energy at 293 K. Thermal escape, however, is set by the barrier between contact and the maximum of the total potential, van der Waals plus double layer. With nonlinear Poisson–Boltzmann theory that barrier is about 35–37 \(k_BT\) at fixed potential, which rules escape out, but only about 20 \(k_BT\) at fixed charge, low enough that escape within a minute or so cannot be excluded. Turbulence and cavitation lie outside this steady-shear model, and its verdict does not cover cleaning methods that rely on them. The numerical output lists the input values and the main results.

## Calculated quantities

```
particle radius: 50 nm
contact gap: 0.4 nm
Hamaker constant: 1e-20 J
contact lever arm: 2 nm
liquid density: 1000 kg/m3
liquid viscosity: 1 mPa s
temperature: 293 K
spin speed: 1500 rpm
wafer radius: 150 mm
liquid flow: 1 L/min
Saffman integral I: 0.46912
Saffman coefficient C, formula: 6.456
Saffman coefficient C, double integral: 6.456
wall double integral (-17/12 expected): -1.41667
wall coefficient 51 pi/32: 5.0069
wall coefficient, numerical: 5.0069
adhesion force: 0.521 nN
threshold shear rate, Saffman: 7.47e+07 1/s
threshold shear rate, wall law: 1.29e+08 1/s
wall shear stress at Saffman threshold: 74.7 kPa
shear Reynolds number G a^2/nu there: 0.187
inertial length at Saffman threshold: 116 nm
inertial length at wall-law threshold: 88 nm
Stokes drag at Saffman threshold: 3.52 nN
drag/adhesion at Saffman threshold: 6.76
rinse film thickness: 24.3 um
rinse mean radial speed: 0.728 m/s
rinse wall shear rate: 8.99e+04 1/s
inertial length in rinse: 3.34e+03 nm
Saffman lift in rinse: 2.18e-05 nN
wall-law lift in rinse: 2.53e-07 nN
Stokes drag in rinse: 0.00424 nN
Saffman lift/adhesion in rinse: 4.18e-05
wall-law lift/adhesion in rinse: 4.86e-07
drag/wall-law lift in rinse: 1.67e+04
Saffman threshold/rinse shear rate: 831
wall-law threshold/rinse shear rate: 1.43e+03
rolling threshold shear rate: 4.42e+05 1/s
rolling threshold/rinse shear rate: 4.92
favourable-case lift threshold: 2.04e+07 1/s
favourable-case threshold/rinse shear rate: 227
finite-sphere adhesion/leading formula: 0.992
adhesion well depth/kT: 49.4
salt concentration: 1 mmol/L
surface potential magnitude: 25 mV
relative permittivity: 80
Debye length: 9.63 nm
double-layer repulsion/adhesion: 0.0272
wider gap from roughness: 1 nm
adhesion factor at wider gap: 0.16
Coriolis/centrifugal in film: 0.0618
sheared layer thickness for speed and heating: 1 um
thermal conductivity: 0.6 W/(m K)
speed across that layer at Saffman threshold: 74.7 m/s
viscous heating of that layer: 4.65 K
```
